\section*{Third-harmonic thermometry with a voltage source: a referee's comment}

\section{The argument under review}

The manuscript describes a thin metal heater on a substrate, driven sinusoidally by a generator with an output resistance of $50\,\Omega$. The heater resistance is also about $50\,\Omega$. The authors measure the fundamental current and the third harmonic of the heater voltage, and convert the latter into a temperature oscillation. Their reasoning can be put in three sentences.

\begin{quote}
Joule heating by a current at frequency $\omega$ modulates the temperature, and hence the resistance, at $2\omega$. The current at $\omega$ multiplied by the resistance at $2\omega$ gives a voltage at $3\omega$. Since the current was measured and not assumed, it does not matter what kind of source supplied it.
\end{quote}

The first sentence is correct. The second describes a real electromotive term. The third does not follow, because the current also acquires a third harmonic, and the question is whether that harmonic may be ignored. I work this out below, first for the circuit and then for the temperature and the thermal conductivity inferred from it.

\section{Conventions and the current-source formula}

Let $T(t)$ be the temperature rise of the heater above its surroundings and let
\begin{equation}
R(t)=R_0[1+\alpha T(t)] ,
\end{equation}
with $R_0$ the cold resistance and $\alpha$ its temperature coefficient. Phasors are peak amplitudes: $x(t)=\bar x+\mathrm{Re}\sum_{n\ge1}x_n e^{in\omega t}$. The oscillating resistance has phasors $\rho_n=\alpha R_0T_n$, and $\bar R$ is the time-averaged hot resistance. Products follow from
\begin{equation}
\mathrm{Re}(ae^{im\omega t})\,\mathrm{Re}(be^{in\omega t})
=\tfrac12\mathrm{Re}\!\left[ab\,e^{i(m+n)\omega t}+ab^*e^{i(m-n)\omega t}\right].
\label{product}
\end{equation}

An ideal current source forces $I(t)=\mathrm{Re}(I_1e^{i\omega t})$ whatever the heater does. By (\ref{product}), the part of $RI$ at $3\omega$ due to $\rho_2$ is
\begin{equation}
E_3=\tfrac12\rho_2I_1=\tfrac12\alpha R_0T_2I_1 .
\label{emf}
\end{equation}
Here the heater voltage is $V_3=E_3$, and solving for $T_2$ gives the authors' formula,
\begin{equation}
T_2^{\rm cs}=\frac{2V_3}{\alpha R_0I_1}.
\label{naive}
\end{equation}
The factor $1/2$ comes from the product of two cosines. The superscript is a reminder that the formula assumes no current at $3\omega$.

\section{What the series resistance does}

Now let a source of open-circuit amplitude $V_0$ drive the heater through a linear series impedance $Z_s$, which includes the output impedance, the leads and any ballast resistor. The source has no third harmonic of its own, and the voltmeter is connected across the heater alone and draws no current. The heater voltage at $3\omega$ contains the product term and also the ordinary voltage drop of the third-harmonic current:
\begin{equation}
V_3=\bar R I_3+E_3 .
\label{heater}
\end{equation}
The manuscript omits $\bar RI_3$. Kirchhoff's law around the loop fixes its size. Since the source supplies nothing at $3\omega$,
\begin{equation}
0=V_3+Z_s(3\omega)I_3 .
\label{loop}
\end{equation}
Inserting (\ref{heater}) into (\ref{loop}) gives $[\bar R+Z_s(3\omega)]I_3=-E_3$, so that
\begin{align}
I_3&=-\frac{E_3}{\bar R+Z_s(3\omega)},
\label{i3}\\
V_3&=E_3\left[1-\frac{\bar R}{\bar R+Z_s(3\omega)}\right]
=E_3\,\frac{Z_s(3\omega)}{\bar R+Z_s(3\omega)} .
\label{divider}
\end{align}

At $3\omega$ the heater is a generator of electromotive force $E_3$ and internal resistance $\bar R$, and the series impedance is its load. The voltmeter reads the loaded voltage. Measuring $I_1$ makes $E_3$ correct in (\ref{emf}), but says nothing about the loading.

For a resistive source, $Z_s=R_s$, a second derivation confirms the factor. The heater voltage is $V(t)R/(R+R_s)$, and
\begin{equation}
\frac{d}{dR}\frac{R}{R+R_s}=\frac{(R+R_s)-R}{(R+R_s)^2}=\frac{R_s}{(R+R_s)^2}.
\end{equation}
With $V=V_0\cos\omega t$, the resistance oscillation therefore produces the $3\omega$ phasor $\tfrac12V_0\rho_2R_s/(\bar R+R_s)^2$. To leading order $I_1=V_0/(\bar R+R_s)$, and (\ref{divider}) is recovered.

Substituting (\ref{divider}) into the authors' formula (\ref{naive}) gives
\begin{equation}
\frac{T_2^{\rm cs}}{T_2}=\frac{R_s}{\bar R+R_s}.
\label{ratio}
\end{equation}
There are three cases to distinguish.

\begin{itemize}
\item For $R_s\gg\bar R$ the ratio tends to one and the current-source formula is justified. The relative deficit is $\bar R/(\bar R+R_s)$, so a deficit of one per cent requires $R_s=99\bar R$.
\item For $R_s=\bar R$, close to the authors' situation, half the signal is lost.
\item For $R_s=0$ the heater voltage is the source voltage and has no third harmonic, although the temperature oscillates. The information is then in the current, $I_3=-E_3/\bar R$.
\end{itemize}

The correct inversions for a resistive source are
\begin{equation}
T_2=\frac{2V_3}{\alpha R_0I_1}\,\frac{\bar R+R_s}{R_s}
=-\frac{2I_3(\bar R+R_s)}{\alpha R_0I_1}.
\label{correct}
\end{equation}
The two forms are equivalent because $V_3=-R_sI_3$. The second remains usable at $R_s=0$.

All of this refers to the voltage across the heater alone. Many $3\omega$ arrangements subtract the voltage of a temperature-insensitive series resistor balanced against the heater. By (\ref{heater}) the difference at $3\omega$ is then $V_3-\bar RI_3=E_3$, the current-source formula (\ref{naive}) holds for that difference, and the divider factor must not be applied to it.

\section{Two conditions on the source}

\textbf{Reactance.} The impedance in (\ref{divider}) is that at $3\omega$, since it is the third-harmonic current that flows through it. I checked this by integrating in time a lumped heater (one heat capacity, one thermal conductance) in series with a resistance and an inductance of comparable impedance. Relative to the predicted $V_3$, the discrepancy was $0.17\%$ with $Z_s(3\omega)$ and $67\%$ when $Z_s(\omega)$ was used instead.

\textbf{Distortion.} If the source has its own third harmonic $V_{s3}$, the left side of (\ref{loop}) becomes $V_{s3}$. Then $I_3=(V_{s3}-E_3)/(\bar R+Z_s)$, and
\begin{equation}
V_3=\bar RI_3+E_3=\frac{\bar RV_{s3}+Z_sE_3}{\bar R+Z_s},
\end{equation}
with $Z_s$ taken at $3\omega$. Lowering $R_s$ thus suppresses the thermal signal and, at fixed $V_{s3}$, admits more of the distortion. For a resistive source at fixed current and fixed relative distortion $\delta=V_{s3}/V_0$, one has $V_{s3}\approx\delta I_1(\bar R+R_s)$, and the distortion term is about $\delta\bar RI_1$ whatever $R_s$; only its ratio to the thermal signal grows as $R_s$ falls. The authors should measure $V_{s3}$, for instance with a temperature-insensitive resistor in place of the heater.

\section{The source also changes the real oscillation}

The divider concerns the reading of a given $T_2$. There is a separate effect, small as long as $\alpha|T_2|\ll1$: the source determines how the heating power responds to the resistance. For a resistive source the power is $P=V^2g(R)$ with $g=R/(R+R_s)^2$, and
\begin{equation}
g'(R)=\frac{(R+R_s)-2R}{(R+R_s)^3}=\frac{g}{R}\,\eta,
\qquad \eta=\frac{R_s-R}{R_s+R}.
\end{equation}
Write $V^2=\tfrac12V_0^2(1+\cos2\omega t)$ and expand $g$ about $\bar R$ to first order in the resistance oscillation. At $2\omega$ there are two contributions: $\cos2\omega t$ times $g(\bar R)$, and the constant $1$ times $g'\rho_2$. The product of $\cos2\omega t$ with the $2\omega$ resistance falls at zero frequency and at $4\omega$. With $\bar P=\tfrac12V_0^2g(\bar R)$, which differs from the time-averaged power by the zero-frequency term $\bar P\eta\,\mathrm{Re}\rho_2/(2\bar R)$, and $\eta$ evaluated at $\bar R$,
\begin{equation}
P_2=\bar P\left(1+\eta\frac{\rho_2}{\bar R}\right),\qquad
P_4=\bar P\,\frac{\eta\rho_2}{2\bar R}.
\label{powers}
\end{equation}
Let $Z_n$ be the thermal impedance at $n\omega$, so that $T_n=Z_nP_n$. Inserting $\rho_2=\alpha R_0T_2$ gives $T_2=Z_2\bar P+\eta(\alpha R_0Z_2\bar P/\bar R)T_2$, hence
\begin{equation}
T_2=\frac{Z_2\bar P}{1-\eta\,\alpha R_0Z_2\bar P/\bar R}.
\label{feedback}
\end{equation}
This holds to first order in the feedback. For $\alpha>0$ a current source ($\eta\to1$) heats a hotter resistor more strongly, and a stiff voltage source ($\eta=-1$) heats it less. At matching, $\eta=0$ and the first-order feedback vanishes.

In the time integration of the lumped heater, the real part of the relative shift $T_2/(Z_2\bar P)-1$ was $-0.00488$ for $R_s=0$ and $+0.00500$ for $R_s=10^4R_0$; equation (\ref{feedback}) gives $-0.00490$ and $+0.00500$.

Away from matching, the power at $4\omega$ also sets the leading error of the divider formula. It produces $\rho_4$, which by (\ref{product}) adds $\tfrac12\rho_4I_1^*$ to $E_3$. With $I_1$ nearly real, the relative correction is
\begin{equation}
\frac{T_4}{T_2}=\eta\,\frac{\alpha R_0Z_4\bar P}{2\bar R}.
\label{fourth}
\end{equation}
It is proportional to power, so halving the drive voltage should reduce it fourfold. For the lumped heater with $R_s=3R_0$, the relative error of (\ref{divider}) fell from $1.10\times10^{-3}$ to $2.8\times10^{-4}$, a factor of $3.96$.

\section{Consequence for the thermal conductivity}

The authors obtain the substrate conductivity $k$ from the slope of $T_2$ against $\ln\omega$. I take $T_2$ here to mean its real part, in phase with the heating power; the slope of the amplitude $|T_2|$ is smaller and would give a $k$ about $3\%$ higher in the worked case below. To follow the error through, consider a heater of length $l$ and half-width $b$ on a half-space of diffusivity $D$. I neglect the heat capacity of the film, the boundary resistance and, at the oscillating frequencies, the ends of the line.

For a line source oscillating at $2\omega$, the diffusion equation $2i\omega T=D\nabla^2T$ has the decaying solution $T=AK_0(qr)$ with $q^2=2i\omega/D$. Near the line $K_0(qr)\approx-\ln(qr/2)-\gamma$, where $\gamma$ is Euler's constant. The power per length through a small half-cylinder is then $-k\,\pi r\,\partial T/\partial r=\pi kA$. For total power $P_2$ this equals $P_2/l$, so $A=P_2/(\pi lk)$.

A heater of finite width is a uniform strip of such lines, and its mean temperature is an average over pairs of points in the strip. Their separation $2bv$ has the density $2(1-v)$ on $0<v<1$. For $|q|b\ll1$, and with $\int_0^12(1-v)\ln v\,dv=-\tfrac32$,
\begin{align}
Z_2&\approx\frac{1}{\pi lk}\int_0^1 2(1-v)\left[-\ln(qbv)-\gamma\right]dv\nonumber\\
&=\frac{1}{\pi lk}\left[-\frac12\ln\frac{2\omega b^2}{D}+\frac32-\gamma-\frac{i\pi}{4}\right],
\label{line}
\end{align}
where $\ln q=\tfrac12\ln(2\omega/D)+i\pi/4$ was used. Therefore
\begin{equation}
\frac{d\,\mathrm{Re}Z_2}{d\ln\omega}=-\frac{1}{2\pi lk}.
\label{slope}
\end{equation}
If every $T_2$ is too small by the frequency-independent factor (\ref{ratio}), so is the slope, and
\begin{equation}
k^{\rm cs}=k\,\frac{\bar R+R_s}{R_s}.
\label{kerror}
\end{equation}
A straight line in the slope plot is no protection: a resistive divider rescales the line without bending it.

\section{A worked case}

Take round model parameters close to the authors' arrangement: $R_0=R_s=50\,\Omega$, $V_0=1$~V, $\alpha=0.003\,\mathrm{K^{-1}}$, $l=1$~mm, $b=5\,\mu$m, $k=1.5\,\mathrm{W/(m\,K)}$ and $D=10^{-6}\,\mathrm{m^2/s}$. The steady thermal resistance is set to $1200$~K/W. The periodic state was computed with the full nonlinear circuit and the finite-width thermal impedance, without the expansions above.

At $20$~Hz the heater dissipates $2.50$~mW. Its mean rise is $1200\times0.00250=3.00$~K, so $\bar R=50(1+0.003\times3.00)=50.45\,\Omega$. The fundamental current is $9.942$~mA and the true oscillation is $|T_2|=1.881$~K. Equations (\ref{emf}) and (\ref{divider}) predict
\begin{align}
|E_3|&=\tfrac12(0.003)(50)(1.881)(9.942\ \mathrm{mA})=1.403\ \mathrm{mV},\\
|V_3|&=1.403\times\frac{50}{100.45}=0.698\ \mathrm{mV},
\end{align}
and the computed value is $0.698$~mV. The authors' formula turns this into
\begin{equation}
|T_2^{\rm cs}|=\frac{2\times0.698\ \mathrm{mV}}{0.003\times50\times9.942\ \mathrm{mA}}=0.936\ \mathrm{K},
\end{equation}
half the true value. An ideal current source with the same $I_1$ would have given $1.410$~mV.

To correct the reading, the experimenter needs $\bar R$, for which $\mathrm{Re}(V_1/I_1)=50.59\,\Omega$ is available. With one more digit kept in the reading, the result is $0.9363\times100.59/50=1.884$~K, too high by $0.14\%$. The cause is that the $2\omega$ resistance also mixes with the current back to $\omega$, which adds $\tfrac12\rho_2I_1^*$ to $V_1$. The measured resistance therefore exceeds $\bar R$ by about $\tfrac12\mathrm{Re}\rho_2=0.14\,\Omega$, which is $0.14\%$ of $\bar R+R_s$.

At $200$~Hz the true, uncorrected and corrected amplitudes are $1.292$, $0.643$ and $1.294$~K. For the slope, the real part of the thermal impedance falls from $733.9$ to $491.2$~K/W over one decade, so by (\ref{slope})
\begin{equation}
k=\frac{\ln10}{2\pi(10^{-3}\,\mathrm m)(242.8\ \mathrm{K/W})}=1.51\ \mathrm{W/(m\,K)} .
\end{equation}
The excess of $0.6\%$ over the input value reflects the finite width, since (\ref{slope}) is the limit $|q|b\to0$. If the heated strip ended at the voltage probes, 1~mm apart, the neglected heat flow past the ends would raise the result by a further $2.7\%$, for corrected and uncorrected data alike. For a line heated $0.1$~mm beyond each probe the shift is $-0.4\%$, and for $0.5$~mm it is negligible. The voltage-source data treated with the current-source formula give $3.03\,\mathrm{W/(m\,K)}$. This is $2.01$ times the value just found, as (\ref{kerror}) requires with $100.45/50=2.009$. After correction the same data give $1.51\,\mathrm{W/(m\,K)}$. A true current source gives $1.50\,\mathrm{W/(m\,K)}$; differences below one per cent are of the order of the feedback and have no bearing on the factor of two.

The passage between the two kinds of drive is seen by varying $R_s$ at $20$~Hz, with $V_0$ adjusted to keep the current near $10$~mA:

\begin{center}
\begin{tabular}{rcccc}
$R_s/\Omega$ & $|V_3|$/mV & $|T_2|$/K & $T_2^{\rm cs}/T_2$ & eq.~(\ref{ratio})\\
0 & 0.000 & 1.855 & 0.000 & 0.000\\
5 & 0.124 & 1.859 & 0.090 & 0.090\\
50 & 0.698 & 1.881 & 0.498 & 0.498\\
500 & 1.298 & 1.904 & 0.910 & 0.908\\
5000 & 1.420 & 1.908 & 0.992 & 0.990
\end{tabular}
\end{center}

The signal vanishes towards the top of the table while the temperature oscillation changes by only $3\%$. That change has two parts. With the cold current fixed, the mean heating lowers the power by the factor $R_0/\bar R=0.991$ under voltage drive and raises it by $\bar R/R_0=1.009$ under current drive, a difference of $1.8\%$. The feedback (\ref{feedback}) adds about $\pm\alpha R_0|T_2|/\bar R=\pm0.6\%$, or a further $1.1\%$.

In the last two rows the computed ratio exceeds (\ref{ratio}) by about $0.2\%$. This is the $4\omega$ correction (\ref{fourth}). By (\ref{slope}), $\mathrm{Re}Z_4$ is lower than $\mathrm{Re}Z_2$ by $\ln2/(2\pi lk)=74$~K/W, hence about $660$~K/W. For $\eta\approx1$ the correction is $0.003\times50\times660\times0.0025/(2\times50.45)=0.25\%$. At $R_s=0$, where $\eta=-1$, the current form of (\ref{correct}) gives $1.850$~K against a true $1.855$~K, the same error with the opposite sign.

By (\ref{ratio}), a deficit of one per cent needs $R_s=99\times50.45\,\Omega\approx5.0\,\mathrm{k}\Omega$. At $10$~mA this demands an open-circuit amplitude of about $50$~V, so a ballast resistor is a costly substitute for a current source or for the correction factor.

\section{Requested changes}

The claim that a measured current makes the analysis independent of the source should be withdrawn. The authors should state the total series impedance at $3\omega$, excluding whatever lies between the voltage probes, and apply (\ref{divider}) to their data. If the third harmonic was read across the heater alone, without subtracting the voltage of a balanced series resistor, then with their nearly matched generator the reported temperature oscillations should roughly double and the conductivity should roughly halve; with such a subtraction no divider correction applies. I also ask for a repeat with a different known $R_s$: after correction, the thermal impedance $T_2/P_2$ should agree between the two runs up to the small terms estimated above, whereas the uncorrected values should differ by the ratio of the two divider factors. The numerical output following this comment lists the values used here.

\section*{Computed results}
\begin{verbatim}
LUMPED HEATER, dimensionless
divider error, full / half voltage: 1.10e-03 / 2.78e-04
ratio of these errors: 3.955
inductive source, error with Zs(3w): 1.65e-03
inductive source, error with Zs(w): 0.674
ideal voltage source, error of I3 formula: 2.17e-03
feedback: Rs/R0, eta, Re shift of T2 found, predicted
      0.00  -1.000  -0.004881  -0.004902
      0.25  -0.603  -0.002961  -0.002968
      1.00  -0.005  -0.000031  -0.000025
      4.00   0.597   0.002964   0.002972
  10000.00   1.000   0.004996   0.004999
LINE HEATER, inputs
R0 = 50 ohm, Rs = 50 ohm, V0 = 1.0 V
alpha = 0.0030 1/K, dc thermal resistance = 1200 K/W
length = 1.0 mm, half-width = 5.0 um
k = 1.50 W/(m K), diffusivity = 1.0e-06 m^2/s
VOLTAGE SOURCE at 20 Hz
  thermal impedance at 2w: 733.93 -165.88i K/W
  |I1| = 9.9416 mA, power = 2.4999 mW
  mean rise = 2.9999 K, Rbar = 50.4500 ohm
  Re(V1/I1) = 50.5874 ohm, |V1| = 0.50292 V
  |V3| = 0.69811 mV, |I3| = 13.9621 uA
  |T2| true, naive, corrected: 1.8810, 0.9363, 1.8836 K
VOLTAGE SOURCE at 200 Hz
  thermal impedance at 2w: 491.15 -161.35i K/W
  |I1| = 9.9461 mA, power = 2.4999 mW
  mean rise = 2.9999 K, Rbar = 50.4500 ohm
  Re(V1/I1) = 50.5420 ohm, |V1| = 0.50270 V
  |V3| = 0.47987 mV, |I3| = 9.5973 uA
  |T2| true, naive, corrected: 1.2924, 0.6433, 1.2935 K
CURRENT SOURCE, same I1, 20 Hz: |V3| = 1.40984 mV
  |T2| true, from V3: 1.8862, 1.8908 K
CONDUCTIVITY from the slope, W/(m K)
  linear thermal impedance alone: 1.5095
  current source, usual formula: 1.4963
  voltage source, usual formula: 3.0327
  voltage source, corrected: 1.5061
  predicted overestimate (Rbar+Rs)/Rs: 2.0090
SCAN at 20 Hz: Rs/ohm, |V3|/mV, |T2|/K, naive/true, rule, T2(I3)/K
       0  0.00000  1.8545  0.0000  0.0000  1.8501
       5  0.12419  1.8593  0.0900  0.0902  1.8556
      50  0.69811  1.8810  0.4978  0.4978  1.8810
     500  1.29806  1.9036  0.9102  0.9083  1.9075
    5000  1.42013  1.9082  0.9924  0.9900  1.9128
Rs for a 1 percent deficit: 4995 ohm
\end{verbatim}
